# The Adler-Wiser Polarizability and the Eigenvalue Bound on Static Screening: verification in Python

```python
"""
Result under test: the independent-particle polarizability of a crystal,
  chi0[G,G'] = (2/V) sum_{k,n,m} (f_n - f_m) M_nm(G) conj(M_nm(G'))
               / (z + e_n - e_m),      n at k, m at k+q,
  M_nm(G) = sum_p conj(c_n(p)) c_m(p+q+G),
and the claim that the static matrix 1 - sqrt(v) chi0 sqrt(v), v = 4 pi/|q+G|^2,
is Hermitian with all eigenvalues >= 1 for occupations that do not rise with energy.
Symbols: e band energies, f occupations, c plane-wave coefficients, z complex
frequency, V crystal volume. Hartree atomic units. Wave vectors are integer
triples in units of (reciprocal lattice constant)/MESH.
Model: simple cubic cell, two unequal Gaussian wells, two electrons per cell.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.special import expit

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
MESH = 4
LATTICE = 6.0
CELL = LATTICE**3
CRYSTAL = CELL * MESH**3
UNIT = 2 * np.pi / LATTICE / MESH
WIDTH = 1.0
DEPTHS = (3.0, 1.0)
CENTRES = np.array([[0.0, 0.0, 0.0], [0.25, 0.15, 0.10]])
CUTOFF = 3.0
Q = np.array([1, 0, 0])
axis = np.arange(-16, 17)
ALL_WAVES = np.array(list(itertools.product(axis, axis, axis)))


def kinetic(p):
    return 0.5 * UNIT**2 * np.sum(np.asarray(p)**2, axis=-1)


def potential(d):
    """Fourier coefficient of the wells at reciprocal vector d."""
    phase = sum(depth * np.exp(-2j * np.pi * (d @ centre) / MESH)
                for depth, centre in zip(DEPTHS, CENTRES))
    size = (2 * np.pi)**1.5 * WIDTH**3 / CELL
    return -size * phase * np.exp(-WIDTH**2 * kinetic(d))


def hamiltonian(p):
    d = p[:, None, :] - p[None, :, :]
    periodic = np.all(d % MESH == 0, axis=-1)
    return np.where(periodic, potential(d), 0) + np.diag(kinetic(p))


def solve_bands(cutoff):
    waves = ALL_WAVES[kinetic(ALL_WAVES) < cutoff]
    bands = {}
    for k in itertools.product(range(MESH), repeat=3):
        p = waves[np.all((waves - np.array(k)) % MESH == 0, axis=1)]
        energy, coeff = np.linalg.eigh(hamiltonian(p))
        where = {tuple(row): i for i, row in enumerate(p.tolist())}
        bands[k] = (p, energy, coeff, where)
    return bands


def partner(k):
    return tuple(int(x) for x in (np.array(k) + Q) % MESH)


def pair_density(bands, k, s):
    """All M_nm for total wave vector s = q+G, as coefficient correlations."""
    p, _, left, _ = bands[k]
    _, _, right, where = bands[partner(k)]
    target = np.array([where.get(tuple(row), -1) for row in (p + s).tolist()])
    ok = target >= 0
    return left[ok].conj().T @ right[target[ok]]


def polarizability(bands, vectors, weight, kpoints=None):
    chi = np.zeros((len(vectors), len(vectors)), complex)
    for k in (bands if kpoints is None else kpoints):
        m = np.array([pair_density(bands, k, s) for s in vectors])
        w = weight(bands[k][1], bands[partner(k)][1])
        flat = m.reshape(len(vectors), -1)
        chi += (flat * w.ravel()) @ flat.conj().T
    return 2 * chi / CRYSTAL


def response_vectors(cutoff):
    s = np.array([Q + MESH * np.array(g)
                  for g in itertools.product(range(-3, 4), repeat=3)])
    s = s[kinetic(s) < cutoff]
    return s[np.argsort(kinetic(s), kind="stable")]


def symmetrized(chi, vectors):
    root = np.sqrt(4 * np.pi / (2 * kinetic(vectors)))
    return np.eye(len(vectors)) - root[:, None] * chi * root[None, :]


bands = solve_bands(CUTOFF)
top = max(b[1][0] for b in bands.values())
bottom = min(b[1][1] for b in bands.values())
gap = bottom - top
assert gap > 0.02
middle = 0.5 * (top + bottom)


def filled_weight(z):
    """Weights with every state below the gap filled, at frequency z."""
    def weight(en, em):
        df = (en < middle).astype(float)[:, None] - (em < middle)[None, :]
        denominator = z + en[:, None] - em[None, :]
        return np.where(df == 0, 0, df / np.where(df == 0, 1, denominator))
    return weight


MU = bottom + 0.1
KT = 0.05


def fermi(e):
    return expit(-(e - MU) / KT)


def thermal_weight(en, em):
    de = en[:, None] - em[None, :]
    df = fermi(en)[:, None] - fermi(em)[None, :]
    f = fermi(0.5 * (en[:, None] + em[None, :]))
    close = np.abs(de) < 1e-5
    return np.where(close, -f * (1 - f) / KT, df / np.where(close, 1, de))


# Pair density against quadrature of the Bloch functions over one cell.
k_test = (3, 2, 1)
s_test = Q + MESH * np.array([0, 1, 0])
x = np.arange(16) / 16
points = np.array(list(itertools.product(x, x, x)))
left = np.exp(2j * np.pi * points @ bands[k_test][0].T / MESH) @ bands[k_test][2][:, 0]
k_next = partner(k_test)
right = np.exp(2j * np.pi * points @ bands[k_next][0].T / MESH) @ bands[k_next][2][:, 1]
wave = np.exp(-2j * np.pi * points @ s_test / MESH)
pair_quadrature = np.mean(left.conj() * wave * right)
pair_correlation = pair_density(bands, k_test, s_test)[0, 1]
assert abs(pair_quadrature - pair_correlation) < 1e-11


# Static response from the definition: diagonalize the perturbed supercell.
def string_basis(ky, kz):
    p = ALL_WAVES[kinetic(ALL_WAVES) < CUTOFF]
    return p[((p[:, 1] - ky) % MESH == 0) & ((p[:, 2] - kz) % MESH == 0)]


def shift_matrix(p, s):
    """Matrix of exp(i s.r) in the plane waves p."""
    return np.all(p[:, None, :] - p[None, :, :] == s, axis=-1).astype(float)


def supercell_response(sources, observed, occupation, strength=1e-4):
    chi = np.zeros((len(observed), len(sources)), complex)
    for ky, kz in itertools.product(range(MESH), repeat=2):
        p = string_basis(ky, kz)
        h = hamiltonian(p)
        probes = [shift_matrix(p, s) for s in observed]
        for j, source in enumerate(sources):
            e = shift_matrix(p, source)
            for sign in (1, -1):
                energy, c = np.linalg.eigh(h + sign * strength * (e + e.T))
                rho = (c * occupation(energy)) @ c.conj().T
                for i, probe in enumerate(probes):
                    chi[i, j] += sign * np.sum(rho * probe)
    return 2 * chi / (2 * strength * CRYSTAL)


small = np.array([Q, Q + MESH * np.array([-1, 0, 0]), Q + MESH * np.array([0, 1, 0])])
chi_small = polarizability(bands, small, filled_weight(0.0))
chi_direct = supercell_response(small, small,
                                lambda e: (np.arange(len(e)) < MESH).astype(float))
error_static = np.max(np.abs(chi_small - chi_direct)) / np.max(np.abs(chi_small))
assert error_static < 1e-4
direct_matrix = symmetrized(chi_direct, small)
direct_asymmetry = np.max(np.abs(direct_matrix - direct_matrix.conj().T))
assert direct_asymmetry < 1e-4
direct_eigenvalues = np.linalg.eigvalsh(direct_matrix)
assert direct_eigenvalues[0] > 1

chi_thermal_small = polarizability(bands, small, thermal_weight)
thermal_direct = supercell_response(small[:1], small, fermi)
error_thermal = (np.max(np.abs(chi_thermal_small[:, :1] - thermal_direct))
                 / np.max(np.abs(chi_thermal_small)))
assert error_thermal < 1e-4

# Retarded response from real-time propagation after a sudden kick.
z_test = 0.5 + 0.25j
p = string_basis(1, 2)
h = hamiltonian(p)
ground = np.linalg.eigh(h)[1][:, :MESH]
kick = shift_matrix(p, small[0])
kick = kick + kick.T
probes = [shift_matrix(p, s).T for s in small]
dt, steps, strength = 0.05, 1600, 1e-3
propagator = expm(-1j * dt * h)
signal = np.zeros((len(small), steps + 1), complex)
for sign in (1, -1):
    psi = expm(-1j * sign * strength * kick) @ ground
    for t in range(steps + 1):
        for i, probe in enumerate(probes):
            signal[i, t] += sign * np.vdot(psi, probe @ psi)
        psi = propagator @ psi
signal *= 2 / (2 * strength * CRYSTAL)
times = dt * np.arange(steps + 1)
chi_time = simpson(signal * np.exp(1j * z_test * times), dx=dt, axis=1)
chi_string = polarizability(bands, small, filled_weight(z_test),
                            [(i, 1, 2) for i in range(MESH)])[:, 0]
error_time = np.max(np.abs(chi_time - chi_string)) / np.max(np.abs(chi_string))
assert error_time < 1e-3

# Full dielectric matrix of the insulator.
vectors = response_vectors(2.0)
chi = polarizability(bands, vectors, filled_weight(0.0))
matrix = symmetrized(chi, vectors)
assert np.max(np.abs(matrix - matrix.conj().T)) < 1e-11
eigenvalues = np.linalg.eigvalsh(matrix)
assert eigenvalues[0] >= 1 - 1e-11
coulomb = 4 * np.pi / (2 * kinetic(vectors))
plain = np.eye(len(vectors)) - coulomb[:, None] * chi
plain_asymmetry = np.max(np.abs(plain - plain.conj().T))
assert plain_asymmetry > 1e-3
plain_eigenvalues = np.linalg.eigvals(plain)
assert np.max(np.abs(plain_eigenvalues.imag)) < 1e-9
assert np.allclose(np.sort(plain_eigenvalues.real), eigenvalues, atol=1e-9)
head = matrix[0, 0].real
macroscopic = 1 / np.linalg.inv(matrix)[0, 0].real
assert 1 <= macroscopic <= head

# Smaller response cutoff and larger wave-function cutoff.
n_less = int(np.sum(kinetic(vectors) < 1.0))
less = matrix[:n_less, :n_less]
less_max = np.linalg.eigvalsh(less)[-1]
less_macro = 1 / np.linalg.inv(less)[0, 0].real
assert less_max <= eigenvalues[-1] + 1e-11
fine_bands = solve_bands(4.5)
fine = symmetrized(polarizability(fine_bands, vectors, filled_weight(0.0)), vectors)
fine_eigenvalues = np.linalg.eigvalsh(fine)
assert fine_eigenvalues[0] >= 1 - 1e-11
fine_macro = 1 / np.linalg.inv(fine)[0, 0].real

# Thermal occupations keep the bound; a high frequency breaks it.
thermal = symmetrized(polarizability(bands, vectors, thermal_weight), vectors)
thermal_eigenvalues = np.linalg.eigvalsh(thermal)
assert thermal_eigenvalues[0] >= 1 - 1e-11
electrons = 2 * sum(np.sum(fermi(b[1])) for b in bands.values()) / MESH**3
OMEGA = 8.0
spread = max(b[1][-1] for b in bands.values()) - min(b[1][0] for b in bands.values())
assert spread < OMEGA
fast = symmetrized(polarizability(bands, vectors, filled_weight(OMEGA)), vectors)
fast_eigenvalues = np.linalg.eigvalsh(fast)
assert fast_eigenvalues[0] < 1 - 1e-5
assert fast_eigenvalues[-1] <= 1 + 1e-11

print(f"lattice constant: {LATTICE:.1f} bohr; k mesh: {MESH} per axis")
print(f"well depths: {DEPTHS[0]:.1f}, {DEPTHS[1]:.1f} hartree; Gaussian width: {WIDTH:.1f} bohr")
print(f"well centres (units of lattice constant): {CENTRES.tolist()}")
print(f"wave-function cutoff: {CUTOFF:.1f} hartree; plane waves at k=0: {len(bands[(0, 0, 0)][0])}")
print(f"length of q: {UNIT:.5f} 1/bohr")
print(f"highest filled energy on mesh: {top:.5f} hartree")
print(f"lowest empty energy on mesh: {bottom:.5f} hartree")
print(f"gap on mesh: {gap:.5f} hartree = {gap * HARTREE_EV:.3f} eV")
print("pair density: k=(3,2,1)/4, G=(0,1,0), bands 1 and 2 (reciprocal units)")
print(f"  modulus from coefficients: {abs(pair_correlation):.8f} (no unit)")
print(f"  modulus from quadrature:   {abs(pair_quadrature):.8f} (no unit)")
print("static chi0, 1/(hartree bohr^3); G0=(0,0,0), G1=(-1,0,0), G2=(0,1,0)")
for i, j in ((0, 0), (0, 1), (1, 0), (0, 2), (2, 0)):
    print(f"  [{i},{j}] formula {chi_small[i, j]:.7f}  supercell {chi_direct[i, j]:.7f}")
print(f"relative error, static insulator: {error_static:.1e}")
print(f"asymmetry of supercell 3x3 symmetrized matrix: {direct_asymmetry:.1e}")
print("supercell 3x3 dielectric eigenvalues:", np.round(direct_eigenvalues, 5))
print(f"relative error, static thermal case: {error_thermal:.1e}")
print(f"time test frequency: {z_test} hartree; step {dt} and length {dt * steps:.0f} atomic time units")
print(f"one k string, chi0[0,0] formula: {chi_string[0]:.7f} 1/(hartree bohr^3)")
print(f"one k string, chi0[0,0] time:    {chi_time[0]:.7f} 1/(hartree bohr^3)")
print(f"relative error, retarded response: {error_time:.1e}")
print(f"response cutoff 2.0 hartree: {len(vectors)} vectors")
print(f"Coulomb factor at G=0: {coulomb[0]:.4f} hartree bohr^3")
print(f"smallest dielectric eigenvalue: {eigenvalues[0]:.6f}")
print("three largest dielectric eigenvalues:", np.round(eigenvalues[-3:], 5))
print(f"largest asymmetry of unsymmetrized matrix: {plain_asymmetry:.5f}")
print(f"screening without local fields: {head:.5f}")
print(f"screening with local fields: {macroscopic:.5f}")
print(f"response cutoff 1.0 hartree: {n_less} vectors")
print(f"  largest eigenvalue {less_max:.5f}; screening with local fields {less_macro:.5f}")
print("wave-function cutoff 4.5 hartree, response cutoff 2.0 hartree:")
print(f"  smallest, largest eigenvalue: {fine_eigenvalues[0]:.6f}, {fine_eigenvalues[-1]:.5f}")
print(f"  screening without, with local fields: {fine[0, 0].real:.5f}, {fine_macro:.5f}")
print(f"thermal case: mu {MU:.5f} hartree, kT {KT:.2f} hartree, {electrons:.4f} electrons per cell")
print(f"  smallest, largest eigenvalue: {thermal_eigenvalues[0]:.6f}, {thermal_eigenvalues[-1]:.5f}")
print(f"high frequency: {OMEGA:.1f} hartree; full energy spread: {spread:.4f} hartree")
print(f"  smallest, largest eigenvalue: {fast_eigenvalues[0]:.7f}, {fast_eigenvalues[-1]:.7f}")
print("success")
```

Output:

```
lattice constant: 6.0 bohr; k mesh: 4 per axis
well depths: 3.0, 1.0 hartree; Gaussian width: 1.0 bohr
well centres (units of lattice constant): [[0.0, 0.0, 0.0], [0.25, 0.15, 0.1]]
wave-function cutoff: 3.0 hartree; plane waves at k=0: 57
length of q: 0.26180 1/bohr
highest filled energy on mesh: -1.01789 hartree
lowest empty energy on mesh: -0.24038 hartree
gap on mesh: 0.77751 hartree = 21.157 eV
pair density: k=(3,2,1)/4, G=(0,1,0), bands 1 and 2 (reciprocal units)
  modulus from coefficients: 0.44642066 (no unit)
  modulus from quadrature:   0.44642066 (no unit)
static chi0, 1/(hartree bohr^3); G0=(0,0,0), G1=(-1,0,0), G2=(0,1,0)
  [0,0] formula -0.0007958+0.0000000j  supercell -0.0007958+0.0000000j
  [0,1] formula 0.0017850-0.0004453j  supercell 0.0017850-0.0004453j
  [1,0] formula 0.0017850+0.0004453j  supercell 0.0017850+0.0004453j
  [0,2] formula -0.0008007-0.0001439j  supercell -0.0008007-0.0001439j
  [2,0] formula -0.0008007+0.0001439j  supercell -0.0008007+0.0001439j
relative error, static insulator: 9.4e-09
asymmetry of supercell 3x3 symmetrized matrix: 1.5e-09
supercell 3x3 dielectric eigenvalues: [1.01287 1.06558 1.25282]
relative error, static thermal case: 3.9e-08
time test frequency: (0.5+0.25j) hartree; step 0.05 and length 80 atomic time units
one k string, chi0[0,0] formula: -0.0000544-0.0000216j 1/(hartree bohr^3)
one k string, chi0[0,0] time:    -0.0000544-0.0000216j 1/(hartree bohr^3)
relative error, retarded response: 8.9e-08
response cutoff 2.0 hartree: 28 vectors
Coulomb factor at G=0: 183.3465 hartree bohr^3
smallest dielectric eigenvalue: 1.000156
three largest dielectric eigenvalues: [1.27628 1.29309 1.511  ]
largest asymmetry of unsymmetrized matrix: 0.40430
screening without local fields: 1.14591
screening with local fields: 1.11002
response cutoff 1.0 hartree: 11 vectors
  largest eigenvalue 1.38000; screening with local fields 1.12032
wave-function cutoff 4.5 hartree, response cutoff 2.0 hartree:
  smallest, largest eigenvalue: 1.000085, 1.50746
  screening without, with local fields: 1.13102, 1.09813
thermal case: mu -0.14038 hartree, kT 0.05 hartree, 3.8766 electrons per cell
  smallest, largest eigenvalue: 1.007465, 14.40016
high frequency: 8.0 hartree; full energy spread: 3.8928 hartree
  smallest, largest eigenvalue: 0.9902385, 0.9999731
success
```
